# Why the Local Spin-Valve Signal Is Twice the Nonlocal Signal

**What symmetry fixes, and what it leaves open**

Two ferromagnetic contacts, F1 and F2, sit on one nonmagnetic channel. Their magnetizations are collinear, with directions \(m_1,m_2=\pm1\). In linear response, any resistance of this device is a function of two signs, and every such function has the form
\[
R=A+B_1m_1+B_2m_2+B\,m_1m_2 .
\]
Suppose that spin-orbit coupling acts only by relaxing spin. Reversing both magnetizations then merely exchanges the names "up" and "down", and no resistance changes. This requires \(B_1=B_2=0\), so
\[
R=A+B\,m_1m_2 ,
\]
and the difference between the parallel (P) and antiparallel (AP) states is \(2B\) in magnitude. Local and nonlocal signals both have this form, and their ratio is a pure number. Symmetry alone does not give that number; superposition and reciprocity do.

The channel continues beyond the contacts in two arms, ending at terminals "left" (beyond F1) and "right" (beyond F2). Both arms are several spin diffusion lengths long and stay attached throughout. Per unit current,

- nonlocal, \(R_{nl}\): current flows F1→left, and \(V(\mathrm{F2})-V(\mathrm{right})\) is read;
- local, \(R_{loc}\): current flows F1→F2, and \(V(\mathrm{F1})-V(\mathrm{F2})\) is read.

The result, for contacts narrow along the channel, is
\[
R_{loc}^{AP}-R_{loc}^{P}=2\left(R_{nl}^{P}-R_{nl}^{AP}\right).
\]
It concerns changes, not total resistances, and the contacts need not be equal.

**Superposition: nine terms, two of which matter**

The local current is the sum of three drives, in which the currents at "left" and "right" cancel:
\[
a:\ \mathrm{F1}\to\mathrm{left},\qquad b:\ \mathrm{left}\to\mathrm{right},\qquad c:\ \mathrm{right}\to\mathrm{F2}.
\]
The local voltage splits along the same pairs. Let \(M_{pq}\) be the voltage along pair \(p\) (first terminal minus second) per unit current in drive \(q\). Linearity gives
\[
R_{loc}=\sum_{p,q\in\{a,b,c\}}M_{pq}.
\]

*Cross terms.* \(M_{ca}\) is \(V(\mathrm{right})-V(\mathrm{F2})\) under drive \(a\), hence \(M_{ca}=-R_{nl}\). \(M_{ac}\) is \(V(\mathrm{F1})-V(\mathrm{left})\) with current right→F2. Reversing that current gives the nonlocal measurement with injector and detector exchanged, \(R'_{nl}\), so \(M_{ac}=-R'_{nl}\).

*Self terms.* In drive \(a\), no net charge enters the part of the device around F2. That part responds only to spin accumulation, by drawing a proportional spin current. Exchanging up and down there reverses \(m_2\), the accumulation and the spin current together, so the constant of proportionality is unchanged. F1 therefore cannot sense the sign of \(m_2\), and \(M_{aa}\) does not change. The same argument covers \(M_{cc}\).

*Terms with \(b\).* Both spins conduct equally in the channel, so a charge current along it creates no spin accumulation. If the contacts are narrow, none of this current detours through them, and \(M_{ab},M_{bb},M_{cb}\) are purely ohmic. By the reciprocity shown next, so are \(M_{ba}\) and \(M_{bc}\).

**Reciprocity: the two cross terms are equal**

Divide the device into small elements with separate potentials for the two spins. Conduction and spin relaxation both connect nodes \(i,j\) by a current \(g_{ij}(\varphi_i-\varphi_j)\), so the external currents are \(\mathbf I=\mathsf G\boldsymbol\varphi\) with \(\mathsf G\) symmetric. For two drives 1 and 2,
\[
\mathbf I^{(1)}\!\cdot\boldsymbol\varphi^{(2)}
=\boldsymbol\varphi^{(1)}\!\cdot\mathsf G\boldsymbol\varphi^{(2)}
=\mathbf I^{(2)}\!\cdot\boldsymbol\varphi^{(1)} .
\]
Let drive 1 be a unit current F1→left and drive 2 a unit current F2→right. The left side is then \(V^{(2)}(\mathrm{F1})-V^{(2)}(\mathrm{left})=R'_{nl}\), and the right side is \(V^{(1)}(\mathrm{F2})-V^{(1)}(\mathrm{right})=R_{nl}\). Hence \(R'_{nl}=R_{nl}\) in the same magnetic state. General Onsager reciprocity also reverses all magnetizations; here the up–down symmetry undoes that reversal.

The magnetic part of \(R_{loc}\) is thus \(-R_{nl}-R'_{nl}=-2R_{nl}\). Subtracting P from AP gives the factor two. In a local measurement each contact is both injector and detector, while in a nonlocal one each has a single role.

**How large: the contact law**

Let \(\varphi_{\uparrow,\downarrow}\) be electrochemical potentials divided by charge, \(\varphi\) their mean and \(s=(\varphi_\uparrow-\varphi_\downarrow)/2\) the spin accumulation. A contact of area \(A\) sends charge current \(I=I_\uparrow+I_\downarrow\) and spin current \(I_s=I_\uparrow-I_\downarrow\) into the channel.

In the ferromagnet the spin conductivities are \((1\pm\beta)/(2\rho_F)\). With \(z\) pointing toward the channel, \((I\pm I_s)/2=-A\,\frac{1\pm\beta}{2\rho_F}\,\frac{d\varphi_{\uparrow,\downarrow}}{dz}\). Half the difference of the two gradients is
\[
\frac{ds}{dz}=-\frac{\rho_F}{2A}\left[\frac{I+I_s}{1+\beta}-\frac{I-I_s}{1-\beta}\right]
=-\frac{\rho_F}{A}\,\frac{I_s-\beta I}{1-\beta^2}.
\]
The accumulation decays into a ferromagnet much thicker than \(\lambda_F\), so \(ds/dz=s_F/\lambda_F\) at the interface, and
\[
s_F=R_F(\beta I-I_s),\qquad R_F=\frac{\rho_F\lambda_F}{A(1-\beta^2)} .
\]
The interface has spin conductances \(G(1\pm p)/2\). The same algebra for the potential drops gives
\[
s_F-s=R_I(I_s-pI),\qquad R_I=\frac{1}{G(1-p^2)} .
\]
Eliminating \(s_F\) yields \(s=(\beta R_F+pR_I)I-(R_F+R_I)I_s\), or
\[
I_s=PI-gs,\qquad g=\frac1{R_I+R_F},\qquad P=\frac{pR_I+\beta R_F}{R_I+R_F}.
\]

For the voltage, half the sum of the interface drops is \(\varphi_F-\varphi=R_I(I-pI_s)\). In the bulk, adding the two spin currents shows that \(\varphi+\beta s\) falls ohmically, so \(V_F=\varphi_F+\beta s_F+r_FI\), where \(r_F\) is the ohmic resistance of the ferromagnet. Together,
\[
V_F-\varphi=(r_F+\beta^2R_F+R_I)I-(\beta R_F+pR_I)I_s .
\]
The last bracket equals \(P/g\). Inserting \(I_s=PI-gs\) gives
\[
V_F-\varphi=R_cI+Ps,\qquad R_c=r_F+\beta^2R_F+R_I-P^2/g .
\]
The same \(P\) governs injection and detection. Reversing a magnetization changes the sign of \(p\) and \(\beta\), hence of \(P\), and leaves \(g\) and \(R_c\) alone.

**How large: the channel**

In the channel \(s''=s/\lambda^2\), and the spin current is \(-(A_N/\rho)\,s'\). Define \(R_N=\rho\lambda/A_N\), \(\ell=L/\lambda\) and \(b_i=R_Ng_i\). Between the contacts,
\[
s(x)=\frac{s_1\sinh[(L-x)/\lambda]+s_2\sinh(x/\lambda)}{\sinh\ell},
\]
so the spin current leaving F1 toward F2 is \((s_1\coth\ell-s_2/\sinh\ell)/R_N\). A long arm draws a further \(s_1/R_N\). Let \(\kappa=1\) with arms and \(\kappa=0\) without. Spin balance at the two contacts reads
\[
(\coth\ell+\kappa+b_1)s_1-\frac{s_2}{\sinh\ell}=R_NP_1I_1,
\]
\[
(\coth\ell+\kappa+b_2)s_2-\frac{s_1}{\sinh\ell}=R_NP_2I_2 .
\]
The solution is \(s_i=\sum_jK_{ij}P_jI_j\), with
\[
K_{12}=K_{21}=\frac{R_N}{\sinh\ell\left[(\coth\ell+\kappa+b_1)(\coth\ell+\kappa+b_2)-1/\sinh^2\ell\right]} .
\]
No element of \(K\) depends on the magnetic state.

In the nonlocal case \(I_2=0\), and \(\varphi\) is flat from F2 to the right end, so \(R_{nl}=P_1P_2K_{12}\). In the local case \(I_1=-I_2=I\), and
\[
R_{loc}=\frac{\rho L}{A_N}+R_{c1}+R_{c2}+P_1^2K_{11}+P_2^2K_{22}-2P_1P_2K_{12}.
\]
The squares do not change on reversal. The changes are \(2|P_1P_2|K_{12}\) and \(4|P_1P_2|K_{12}\).

**Worked example**

The parameters are round values in the rough room-temperature regime of a copper channel with permalloy contacts. The channel has \(\rho=2.5\ \mu\Omega\,\)cm, \(\lambda=400\) nm, a 200 nm × 100 nm cross-section and \(L=400\) nm, so \(R_N=0.5\ \Omega\) and \(\ell=1\). The contacts are deliberately unequal.

For F1, \(A=200\ \mathrm{nm}\times100\ \mathrm{nm}=2\times10^{-10}\) cm². The interface value \(10^{-11}\ \Omega\,\)cm² with \(p=0.6\) gives \(R_I=0.05/0.64=0.0781\ \Omega\). With \(\rho_F=25\ \mu\Omega\,\)cm, \(\lambda_F=5\) nm and \(\beta=0.4\), \(R_F=0.0625/0.84=0.0744\ \Omega\). Hence \(g_1=6.56\) S and \(P_1=0.502\). F2, which is wider and has a more resistive, less polarized interface, has \(g_2=7.60\) S and \(P_2=0.340\).

With \(b_1=3.28\), \(b_2=3.80\), \(\coth1=1.313\) and \(\sinh1=1.175\),
\[
K_{12}=\frac{500\ \mathrm{m}\Omega}{1.175\,(5.59\times6.11-0.72)}=12.7\ \mathrm{m}\Omega .
\]
With unrounded factors, the nonlocal change \(2P_1P_2K_{12}\) is 4.35 mΩ and the local change is 8.70 mΩ. A spin-resolved resistor network, which uses neither the contact law nor \(K\), gives the same two values to these digits.

At 0.1 mA, F1 produces 0.639 µV of accumulation at F2, while F2 produces only 0.433 µV at F1. The detected voltages are nevertheless equal: \(0.340\times0.639\approx0.502\times0.433\approx0.22\) µV. The weaker injector is read by the stronger detector. Accordingly, half of the local change, 4.35 mΩ, appears at each contact.

The local change sits on a background of 1294.5 mΩ, so it is only 0.67% of the P resistance. In this model the nonlocal resistance has no background and switches between +2.18 and −2.18 mΩ. Percentages therefore cannot be used to compare the two geometries.

**When the ratio is not two**

*Arms removed for the local measurement.* Setting \(\kappa=0\) removes two spin leaks and raises \(K_{12}\). With everything else fixed, the local change becomes 12.8 mΩ, which is 2.94 times the original nonlocal change. Two limits bracket the behaviour. For strongly absorbing contacts, \(b_i\gg1+\coth\ell\), the arms hardly matter and the ratio returns to 2. For weakly absorbing contacts, \(b_i\ll\tanh\ell\), the square bracket in \(K_{12}\) is \(2(1+\coth\ell)\) with arms and 1 without, so the ratio tends to \(4(1+\coth\ell)\), which exceeds 8.

*Wide contacts.* Part of the channel current then detours through the ferromagnets, and the terms with \(b\) acquire a magnetic part. In a thin channel the self-term and reciprocity arguments still hold, so with \(\Delta\) meaning AP minus P,
\[
\Delta R_{loc}=2\left(R_{nl}^{P}-R_{nl}^{AP}\right)+\Delta\left(M_{bb}+2M_{ab}+2M_{bc}\right).
\]
Spreading the contacts over their widths of 100 and 140 nm, at fixed centre distance, gives \(10.28\approx2\times4.87+0.53\) mΩ on the 20 nm grid used here, a ratio of 2.11. A finer grid raises these three values by about 0.06, 0.02 and 0.02 mΩ and leaves the ratio at 2.11. The separate changes are less certain than their ratio, because the channel is treated as thin. In this treatment the nonlocal change is 12% above its narrow-contact value; with the 100 nm thickness resolved it is about 3% below, while the ratio stays near 2.10. With the thickness resolved, the self terms are unchanged on reversal only approximately. Their change is negligible here (about \(4\times10^{-6}\) mΩ) and reaches about 0.03 mΩ, out of a local change of about 20 mΩ, when the gap between the contact edges is 30 nm.

**Comparison with real devices**

Milliohm signals are the right order for metallic lateral spin valves with transparent contacts. The interface values and the bulk polarization \(\beta\) are uncertain inputs that affect the signals strongly, and the contrast in \(p\) was chosen to make the contacts unequal. Such devices do not have truly narrow contacts, and the contact width moves the ratio by about 5% here. That figure changes little when the channel thickness is resolved, but it depends on how current enters the contacts. It assumes that the top of each contact is an equipotential; if the current is instead spread evenly over the top, the shift is only 2.5–3%. Both figures are for ferromagnets 30 nm thick. In the thin-channel treatment the two cases give about 8% and 2% at 15 nm, and both give about 4% at 100 nm.

Two other effects are far smaller at 0.1 mA. Spin drift is measured by the voltage drop over one diffusion length, 50 µV, against a Fermi energy of roughly 7 eV, a ratio of \(7\times10^{-6}\). For Joule heating in the local geometry, assume that electrons carry all the heat, with the Wiedemann–Franz conductivity, to terminals held at \(T_0=300\) K. Where the potential is \(\varphi\), measured from the hottest point, the heat flow against the direction of the current is \(I\varphi\), so \(\mathcal L\,T\,dT=-\varphi\,d\varphi\) with \(\mathcal L\) the Lorenz number. Integrating over half the bias \(V\) gives \(T_{max}^2=T_0^2+V^2/4\mathcal L\), a rise of about 0.3 mK. In the nonlocal geometry the current also crosses an arm, and the rise grows with the arm's length: it is about 3 mK for the arm of eight diffusion lengths used in the network.

Peltier heating and cooling at the contacts are left out. They are linear in current and can exceed Joule heating at 0.1 mA. Through the Seebeck effect they can give a real nonlocal resistance a background comparable to the spin signal. To first order this background is the same in P and AP, so it cancels in the changes compared here.

**What to do in practice**

1. Keep both arms attached, and use the same P and AP states in both geometries.
2. Exchange injector and detector. Unequal nonlocal changes mean that linearity, the magnetic states or the assumed spin symmetry has failed. Repeating at lower current tests the first.
3. If the exchange test passes but the ratio differs from two, drive current left→right and look for a P–AP change across the channel and at each contact. These readings supply \(M_{bb}\), \(M_{ab}\) and \(M_{cb}=M_{bc}\), and hence the shunting correction. The exchange test cannot reveal shunting, because reciprocity survives it.
4. If the arms were cut, compare the changes through \(K_{12}\) with the appropriate \(\kappa\), not through the factor two.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
channel resistivity: 2.5 uOhm cm
channel spin diffusion length: 400 nm
channel width: 200 nm
channel thickness: 100 nm
contact centre distance L: 400 nm
ferromagnet resistivity: 25 uOhm cm
ferromagnet spin diffusion length: 5 nm
ferromagnet bulk polarization beta: 0.4
ferromagnet thickness: 30 nm
F1 width: 100 nm
F1 interface resistance-area: 1e-11 Ohm cm2
F1 interface polarization p: 0.6
F1 effective polarization P: 0.50244
F1 spin-sink conductance g: 6.5561 S
F2 width: 140 nm
F2 interface resistance-area: 2e-11 Ohm cm2
F2 interface polarization p: 0.3
F2 effective polarization P: 0.34037
F2 spin-sink conductance g: 7.5965 S
channel spin resistance R_N: 500 mOhm
K11: 91.364 mOhm
K22: 83.587 mOhm
K12: 12.721 mOhm
drive current: 0.1 mA
s at F2, injected by F1 (network): 0.63919 uV
s at F1, injected by F2 (network): 0.43299 uV
nonlocal R, P (network): 2.1756 mOhm
nonlocal R, AP (network): -2.1756 mOhm
nonlocal change, P-AP (network): 4.3512 mOhm
nonlocal change (formula): 4.3511 mOhm
exchanged nonlocal change (network): 4.3512 mOhm
local R, P (network): 1294.518 mOhm
local R, AP (network): 1303.22 mOhm
local change, AP-P (network): 8.7024 mOhm
local change (formula): 8.7022 mOhm
part of local change at F1: 4.3512 mOhm
part of local change at F2: 4.3512 mOhm
local/nonlocal ratio, narrow contacts: 2
local voltage change: 0.87024 uV
local change with arms cut off: 12.798 mOhm
ratio to original nonlocal change, arms cut: 2.9413
wide contacts: nonlocal change: 4.8742 mOhm
wide contacts: local change: 10.283 mOhm
wide contacts: shunting term: 0.53442 mOhm
wide contacts: local/nonlocal ratio: 2.1096
rough channel Fermi energy: 7 eV
spin-drift estimate e E lambda/E_F: 7.1e-06
base temperature: 300 K
heating estimate, no substrate cooling: 0.29 mK
```
